# Why broad desorption energies make water outgassing decay nearly as 1/t

## Result and assumptions

A chamber wall holds water on sites with different desorption energies \(E\). The following assumptions define the model.

1. There are \(N\) sites per unit area, spread uniformly over \(E_1\le E\le E_2\). With \(W=E_2-E_1\), the density per unit energy is \(g=N/W\).
2. Every site is full at \(t=0\), when pumping starts.
3. A full site empties at the first-order rate \(k(E)=\nu e^{-E/k_BT}\), with the same attempt frequency \(\nu\) for all sites and a constant temperature \(T\).
4. A molecule that leaves the wall is pumped away and does not return. Theorem 2 removes this assumption.

Write \(k_1=k(E_1)\) for the fastest rate and \(k_2=k(E_2)\) for the slowest.

**Theorem 1.** The number of molecules leaving unit area per unit time is

\[
q(t)=g\,k_BT\;\frac{e^{-k_2t}-e^{-k_1t}}{t}.
\tag{1}
\]

For \(1/k_1\ll t\ll 1/k_2\), a long interval when \(W\gg k_BT\), this becomes

\[
q(t)\simeq \frac{g\,k_BT}{t}.
\tag{2}
\]

**Proof.** Let \(\theta(E,t)\) be the probability that a site of energy \(E\) is full. Assumptions 2 to 4 give \(\partial_t\theta=-k\theta\) with \(\theta(E,0)=1\), so \(\theta=e^{-kt}\). Each class of sites empties exponentially. The \(g\,dE\) sites in an energy interval release \(g\,k\,e^{-kt}dE\) molecules per unit time, and hence

\[
q(t)=g\int_{E_1}^{E_2}k(E)\,e^{-k(E)t}\,dE .
\]

Take \(k\) as the integration variable. From \(dk/dE=-k/k_BT\) follows \(dE=-k_BT\,dk/k\). The factor \(1/k\) cancels the rate in the integrand, and the minus sign is absorbed by exchanging the limits, because \(E_1\) corresponds to the larger rate \(k_1\):

\[
q(t)=g\,k_BT\int_{k_2}^{k_1}e^{-kt}\,dk
=g\,k_BT\left[-\frac{e^{-kt}}{t}\right]_{k_2}^{k_1}.
\]

Inserting the limits gives (1). When \(k_1t\gg1\) and \(k_2t\ll1\), the two exponentials are close to 0 and 1, which gives (2). \(\blacksquare\)

The cancellation is the physical point. Sites uniform in energy are uniform in \(\ln k\), with density \(g\,k_BT\) per unit of \(\ln k\). At time \(t\), sites with \(k\gg1/t\) are already empty and sites with \(k\ll1/t\) hardly emit. About one unit of \(\ln k\) is active, and its sites empty at a rate near \(1/t\).

## Where the law begins and ends

**Short times.** Expanding both exponentials in (1) to first order gives \(q(0)=g\,k_BT(k_1-k_2)\). The flux is therefore finite at the start; the divergence of \(1/t\) lies outside the range of (2).

**Long times.** Once \(k_1t\gg1\), the flux is \(g\,k_BT\,e^{-k_2t}/t\). After \(1/k_2\) the most strongly bound sites are running out, and the exponential takes over.

**Narrow distribution.** Suppose \(W\ll k_BT\), and let \(k\) be the common rate. Then \(k_1-k_2\simeq kW/k_BT\). If also \(ktW/k_BT\ll1\), the integrand \(e^{-kt}\) is nearly constant between the limits, and

\[
q\simeq g\,k_BT\,(k_1-k_2)\,e^{-kt}\simeq gWk\,e^{-kt}=Nk\,e^{-kt}.
\]

This is the decay of a single kind of site, with no \(1/t\) interval.

**Length of the interval.** Require \(tq/(g\,k_BT)\ge1-\varepsilon\), with \(\varepsilon\) a small fraction. Near the lower end \(e^{-k_2t}\simeq1\), so the condition is \(e^{-k_1t}\le\varepsilon\). Near the upper end \(e^{-k_1t}\simeq0\), so it is \(e^{-k_2t}\ge1-\varepsilon\). Thus

\[
\frac{\ln(1/\varepsilon)}{k_1}\lesssim t\lesssim\frac{-\ln(1-\varepsilon)}{k_2}.
\tag{3}
\]

Since \(k_1/k_2=e^{W/k_BT}\), the number of decades between these times is

\[
\frac{W}{k_BT\ln10}+\log_{10}\frac{-\ln(1-\varepsilon)}{\ln(1/\varepsilon)} .
\]

**Local exponent.** Define \(\alpha=-d\ln q/d\ln t\), and call the difference of exponentials in (1) \(D\). Then \(\ln q=\ln D-\ln t+\text{const}\), and \(dD/dt=-k_2e^{-k_2t}+k_1e^{-k_1t}\), so that

\[
\alpha=1-\frac{t}{D}\frac{dD}{dt}
=1+\frac{t\left(k_2e^{-k_2t}-k_1e^{-k_1t}\right)}{e^{-k_2t}-e^{-k_1t}} .
\tag{4}
\]

Late in the interval, where \(k_1t\gg1\) and \(k_2t\ll1\), this is \(\alpha\simeq1+k_2t\). The first sign of the upper edge is a slight steepening.

## The emptying front

**Lemma 1.** Inside the \(1/t\) interval, the molecules leaving at time \(t\) come from sites with mean energy

\[
E^*(t)=k_BT\left[\ln(\nu t)+\gamma\right],\qquad \gamma\simeq0.577,
\tag{5}
\]

and standard deviation \(\pi k_BT/\sqrt6\). The water left on the wall is \(M(t)\simeq g\,(E_2-E^*)\).

**Proof.** Put \(x=kt\). The contribution to \(q\) becomes \((g\,k_BT/t)e^{-x}dx\), and the limits may be extended to 0 and \(\infty\). Thus \(x\) has the normalized weight \(e^{-x}\), while \(E=k_BT[\ln(\nu t)-\ln x]\). To find the moments of \(\ln x\), use \(\int_0^\infty x^ae^{-x}dx=\Gamma(1+a)\). The first two derivatives of \(\ln\Gamma(1+a)\) at \(a=0\) are the mean and the variance, \(-\gamma\) and \(\pi^2/6\). This proves the statements about energy.

For the remaining water, the same change of variable gives

\[
M(t)=g\int_{E_1}^{E_2}e^{-kt}dE
=g\,k_BT\int_{k_2}^{k_1}\frac{e^{-kt}}{k}\,dk
=g\,k_BT\left[\mathcal E(k_2t)-\mathcal E(k_1t)\right],
\]

where \(\mathcal E(x)=\int_x^\infty e^{-y}dy/y\). The second term is negligible for \(k_1t\gg1\). For small \(x\), \(\mathcal E(x)\simeq-\ln x-\gamma\). Since \(\ln(k_2t)=\ln(\nu t)-E_2/k_BT\),

\[
M\simeq g\,k_BT\left[\frac{E_2}{k_BT}-\ln(\nu t)-\gamma\right]=g\,(E_2-E^*).\qquad\blacksquare
\]

The front moves by \(k_BT\ln10\) in each decade of time. Its speed is \(dE^*/dt=k_BT/t\); multiplied by the site density \(g\), this is again (2).

**Uneven distributions.** Let \(g(E)\) be linear over the energies that contribute: \(g(E)=g(E^*)+g'\,(E-E^*)\). Averaging over the weight \(e^{-x}\) removes the second term, because \(E^*\) is the mean. Hence

\[
q=\frac{k_BT\,g(E^*)}{t},\qquad
\alpha=1-k_BT\,\frac{g'}{g(E^*)},
\tag{6}
\]

where the exponent follows from \(dE^*/d\ln t=k_BT\). The decay is close to \(1/t\) if \(g\) changes little over \(k_BT\). A density that falls with energy makes the decay steeper, and one that rises makes it slower.

## Molecules that return to the wall

In a real chamber a water molecule can strike the walls many times before it reaches the pump. Let the wall area be \(A\), the pumping speed \(S\), the gas density \(n\), and the sticking probability on a vacant site \(s\). Molecules of mass \(m\) strike unit area at the rate \(cn\), where \(c=\sqrt{k_BT/2\pi m}\). A vacant site is then filled at the rate \(w=scn/N\), and

\[
\frac{\partial\theta}{\partial t}=-k\theta+w(1-\theta).
\tag{7}
\]

From here on \(q=-dM/dt\) means the net flux. If gas storage is neglected, the pump removes the net release, \(Sn=Aq\). Substituting for \(n\),

\[
w=\frac{b\,q}{N},\qquad b=\frac{scA}{S}.
\tag{8}
\]

**Theorem 2.** Far from both edges of the distribution, (7) and (8) have a solution with \(q=g\,k_BT/t\) for every \(b\ge0\). With

\[
\beta=\frac{b\,k_BT}{W},
\]

the remaining water is \(M=g(E_2-E_\beta)\), where the front energy is

\[
E_\beta(t)=k_BT\left[\ln(\nu t)-\psi(1+\beta)\right],
\tag{9}
\]

and \(\psi\) is the derivative of \(\ln\Gamma\).

**Proof.** The case \(\beta=0\) is Lemma 1, since \(\psi(1)=-\gamma\). For \(\beta>0\), try \(w=\beta/t\) and \(\theta=F(x)\) with \(x=kt\). Then \(\partial_t\theta=kF'\), and division of (7) by \(k\) gives

\[
F'=-F+\frac{\beta}{x}(1-F).
\]

For the vacancy \(u=1-F\) this reads \(u'+(1+\beta/x)u=1\). Multiplication by \(x^\beta e^x\) turns the left side into a total derivative. The solution with \(u(0)=0\), meaning that the strongest sites are still full, is

\[
u=x^{-\beta}e^{-x}\int_0^xy^\beta e^y\,dy
=x\int_0^1(1-\sigma)^\beta e^{-x\sigma}\,d\sigma ,
\]

where \(y=x(1-\sigma)\). Integration by parts, with \(xe^{-x\sigma}=-\partial_\sigma e^{-x\sigma}\), gives a boundary term 1 and

\[
F(x)=1-u=\beta\int_0^1(1-\sigma)^{\beta-1}e^{-x\sigma}\,d\sigma .
\tag{10}
\]

Thus \(F(0)=1\) and \(F(\infty)=0\). The net flux is

\[
q=-g\int kF'(kt)\,dE=-g\,k_BT\int_0^\infty F'(kt)\,dk
=\frac{g\,k_BT}{t}\left[F(0)-F(\infty)\right]=\frac{g\,k_BT}{t}.
\]

Equation (8) then returns \(w=b\,g\,k_BT/(Nt)=\beta/t\), as assumed, so the solution is consistent.

For the front, (10) is an average of exponentials \(e^{-k\sigma t}\), with normalized weight \(\beta(1-\sigma)^{\beta-1}\). By Lemma 1 each of them has its front at \(k_BT[\ln(\nu t)+\ln\sigma+\gamma]\). The beta integral gives

\[
\langle\sigma^a\rangle=\frac{\Gamma(1+a)\,\Gamma(1+\beta)}{\Gamma(1+a+\beta)},
\]

and its derivative at \(a=0\) is \(\langle\ln\sigma\rangle=-\gamma-\psi(1+\beta)\). Inserting this average gives (9). \(\blacksquare\)

Return to the wall delays the front by \(k_BT[\psi(1+\beta)+\gamma]\), but leaves its speed \(k_BT/t\) unchanged. More water stays on the wall, while the net flux at a given time is the same. The proof does not show that a wall that starts full approaches this solution; the simulation below tests that.

## Worked example

The numbers describe an unbaked stainless-steel chamber of an electron-beam lithography tool. They are round and rough: \(T=295\) K, \(\nu=10^{13}\ \mathrm{s^{-1}}\), \(E_1=0.70\) eV, \(E_2=1.20\) eV, \(N=5\times10^{15}\ \mathrm{cm^{-2}}\), \(A=10^4\ \mathrm{cm^2}\) and \(S=500\) L/s. The area is geometric, so \(N\) stands for strongly bound water on the larger true area of a rough, porous oxide. It does not describe the outer layers of a water film, which are bound by only about 0.5 eV and leave almost at once.

Here \(k_BT=0.02542\) eV and \(W/k_BT=19.67\). The extreme rates are \(k_1=11.0\ \mathrm{s^{-1}}\) and \(k_2=3.16\times10^{-8}\ \mathrm{s^{-1}}\). For \(\varepsilon=0.1\), (3) gives an interval from 0.21 s to \(3.3\times10^6\) s, or 7.2 decades.

The amplitude is

\[
g\,k_BT=\frac{5\times10^{15}}{0.50}\times0.02542
=2.54\times10^{14}\ \mathrm{cm^{-2}}.
\]

Division by 3600 s gives \(q=7.06\times10^{10}\ \mathrm{cm^{-2}\,s^{-1}}\) at 1 h. One Torr L contains \(3.27\times10^{19}\) molecules at this temperature, so the flux is \(2.16\times10^{-9}\) Torr L/(s cm²). The pressure is

\[
P=\frac{qA}{S}=\frac{2.16\times10^{-9}\times10^4}{500}
=4.3\times10^{-8}\ \text{Torr}.
\]

At 10 h it is \(4.3\times10^{-9}\) Torr and at 100 h \(4.3\times10^{-10}\) Torr. The exponent rises from 1.000 at 1 h to 1.011 at 100 h, in agreement with \(1+k_2t\).

Without return to the wall, the sites emitting at 1 h have mean energy 0.984 eV and standard deviation 0.033 eV, and 43% of the water is still there; at 100 h, 20% remains. From 1 h to 10 h the flux falls by a factor of 10. If all sites had a lifetime of 1 h, it would fall to a fraction \(e^{-9}=1.2\times10^{-4}\) of its value over the same period.

**Return to the wall.** For water \(c=14.7\) L/(s cm²). With \(s=0.1\), \(b=0.1\times14.72\times10^4/500=29.4\) and \(\beta=29.4\times0.02542/0.50=1.50\). With \(s=1\), \(\beta=15.0\). Equations (7) and (8) were integrated for 100 energy classes, starting from full sites and without assuming the form (10). At 1 h the ratio \(tq/(g\,k_BT)\) was 0.9997 for \(s=0.1\) and 0.997 for \(s=1\); at 10 h both ratios were 0.9996 or higher. With return the law sets in later than (3) suggests: for \(s=1\) the ratio is still only about 0.95 at 100 s. The water left at 1 h rose from 43% to 50% and 60%, respectively. These fractions agree with (9) to within 0.005.

## Comparison with a real chamber

Unbaked steel after an hour of pumping typically releases water at very roughly \(10^{-9}\) to \(10^{-8}\) Torr L/(s cm²), depending strongly on surface finish and exposure to humid air. The example lies in the lower part of this range. Its site density is not independently known, and at fixed \(W\) the predicted flux is proportional to \(N\). The assumption of no return fails in the example if the sticking probability is 0.1 or 1, since \(b\) is then 29 or 294. Within this model return to the wall changes the flux by less than 1% at 1 h in both cases, but increases the remaining water as just described.

Other departures have the following sizes at 1 h, each taken separately with no return to the wall unless stated.

**Wall temperature.** Let the wall warm suddenly from \(T\) to \(T'\), and put \(r=T/T'\). The new rates are \(\nu(k/\nu)^r\), while the occupations are still \(e^{-kt}\). The new flux is

\[
g\,k_BT\,\nu^{1-r}\int_0^\infty k^{r-1}e^{-kt}dk
=\frac{g\,k_BT}{t}(\nu t)^{1-r}\Gamma(r).
\]

The immediate increase is 14% for 1 K and a factor of 1.91 for 5 K. Return to the wall makes it smaller: in the example, with \(s=0.1\) or 1, the factor for 5 K is about 1.7 at the instant of warming and about 1.8 some ten seconds later, once the weakest sites have readjusted. The increase is temporary: if the wall stays 5 K warmer, the flux without return is 33% above that of an unwarmed wall after one more hour, and 7% above it after nine. A change of a few kelvin shortly before the second of two flux readings can therefore distort the exponent inferred from them.

**Distribution shape.** If \(g(E)\) falls linearly from 1.5 to 0.5 times its mean across the range, the flux is 7% lower and the exponent is 1.055. These values hold without return to the wall. With return, the flux is instead about 4% higher for \(s=0.1\) and 15% higher for \(s=1\). Part of this comes from the front lying at lower energies, where the density is 1.00 and 1.11 times its mean. The flux exceeds these values by a further 3 to 4%, so (6) does not carry over unchanged to the case with return.

**Attempt frequency.** Changing \(\nu\) by a factor of 100 either way moves the front by 0.117 eV but, without return to the wall, changes the flux by at most about 1%. With return at \(s=1\), the smaller \(\nu\) makes the flux 11% lower at 1 h, because the law sets in later. The amplitude is insensitive to \(\nu\) once the law has set in and while the front stays well inside the distribution.

**Surface hopping.** Suppose that molecules hop between sites fast enough to equilibrate. All sites then share one parameter \(z(t)\), with \(\theta=z/(z+k)\). For \(k_2\ll z\ll k_1\), integration over energy gives the vacant fraction \(v\simeq(k_BT/W)L\), where \(L=\ln(k_1/z)\). Since \(k\theta=z(1-\theta)\), the flux is \(q=Nzv=g\,k_BT\,zL\). Conservation, \(N\,dv/dt=q\), gives \(dL/dt=zL\), or \(d(1/z)/dt=L\). Repeated integration by parts of \(t=\int d(1/z)/L\) yields

\[
t\simeq\frac{1}{zL}\left(1+\frac1L+\frac2{L^2}\right),\qquad
\frac{tq}{g\,k_BT}\simeq1+\frac1L+\frac2{L^2}.
\]

The computed ratio is 1.09, with \(L=13.1\): hopping raises the flux by about 9% when no molecules return. With return at \(s=0.1\) or 1, the change is below 1%.

**Gas and initial filling.** For a volume \(V=70\) L, gas storage is a correction of relative size \(V/(St)=4\times10^{-5}\). In air with 10 Torr of water and \(s=0.1\), the balance of capture and release leaves only about \(10^{-4}\) of the weakest sites empty, which supports assumption 2 within this site model.

**Other gas sources.** An assumed rough hydrogen background of \(10^{-12}\) Torr L/(s cm²) would be 5% of the water flux at 100 h, and its share grows as the water declines. Seals, leaks and diffusion from the bulk are not included and can dominate in a particular chamber.

A measured \(1/t\) decay at one temperature does not establish the mechanism. The proof of Theorem 1 uses only a constant density of sites per unit \(\ln k\). Sites of equal energy whose attempt frequencies are spread uniformly in \(\ln\nu\) would give the same curve. The numerical output lists the main values of the example; the onset ratio at 100 s, the later course after warming and the departures quoted with return to the wall are not included there.

## Table of computed values

```
kT = 0.02542 eV; energy width/kT = 19.67
Fastest site rate = 10.995 1/s; slowest = 3.157e-08 1/s
g kT = 2.5421e+14 molecules/cm^2
Molecules per Torr L = 3.2734e+19
Window within 10%: 0.209 s to 3.338e+06 s
Window length = 7.20 decades
Site lifetime at 0.8 eV = 4.647e+00 s
Site lifetime at 0.9 eV = 2.375e+02 s
Site lifetime at 1.0 eV = 1.213e+04 s
Site lifetime at 1.1 eV = 6.200e+05 s
1 h: flux = 7.061e+10 molecules/(s cm^2)
  = 2.157e-09 Torr L/(s cm^2); pressure = 4.314e-08 Torr
  exponent = 1.0001; front = 0.9838 eV; water left = 0.4324
10 h: flux = 7.053e+09 molecules/(s cm^2)
  = 2.155e-10 Torr L/(s cm^2); pressure = 4.310e-09 Torr
  exponent = 1.0011; front = 1.0423 eV; water left = 0.3154
100 h: flux = 6.982e+08 molecules/(s cm^2)
  = 2.133e-11 Torr L/(s cm^2); pressure = 4.266e-10 Torr
  exponent = 1.0114; front = 1.1009 eV; water left = 0.1989
Emitting sites at 1 h: mean 0.9838 eV, std 0.0325 eV
Flux ratio 10 h/1 h: broad 0.0999; single 1 h lifetime 1.234e-04
Sloped distribution at 1 h: t q/(g kT) = 0.9324, exponent = 1.0546
Impingement conductance = 14.720 L/(s cm^2)
Sticking 0.1: b = 29.44, beta = 1.497
  1 h: t q/(g kT) = 0.9997, water left = 0.4974, front = 0.9513 eV
  10 h: t q/(g kT) = 0.9997, water left = 0.3804, front = 1.0098 eV
Sticking 1.0: b = 294.41, beta = 14.968
  1 h: t q/(g kT) = 0.9971, water left = 0.6009, front = 0.8995 eV
  10 h: t q/(g kT) = 0.9996, water left = 0.4839, front = 0.9580 eV
Sudden warming by 1 K at 1 h: flux x 1.1397
Sudden warming by 5 K at 1 h: flux x 1.9064
nu x 0.01: t q/(g kT) at 1 h = 1.0000, front shift = -0.1171 eV
nu x 100: t q/(g kT) at 1 h = 0.9887, front shift = +0.1171 eV
Fast surface hopping at 1 h: t q/(g kT) = 1.0916, L = 13.07
Gas storage correction V/(S t) at 1 h = 3.89e-05
Weakest sites empty in air (10 Torr water, sticking 0.1) = 1.14e-04
Assumed hydrogen background = 1.0e-12 Torr L/(s cm^2)
Hydrogen/water flux at 100 h = 0.0469
```
